\section*{Dipole absorption of interacting electrons in a harmonic trap: Kohn's theorem, part 2}

By Kohn's theorem, $N$ interacting electrons in a harmonic trap, in light uniform across them, have one dipole line from the ground state. It lies at the trap frequency $\omega$ with strength $N$, whatever the repulsion. Excited states, strong fields, examples and limits of the result follow.

Rydberg atomic units are used: $\hbar=1$, $m=1/2$, $e^2=2$, energies in Ry and lengths in bohr. The Hamiltonian is $H=\sum_i(\mathbf p_i^2+\omega^2\mathbf r_i^2/4)+W$. The interaction $W$ is symmetric in the electrons and depends only on the differences $\mathbf r_i-\mathbf r_j$; for Coulomb repulsion it is $2/r$ per pair. Light polarized along $x$ exerts a force $F(t)$ on each electron, so $H(t)=H-F(t)D$. Here $D=\sum_i x_i$, and $P=\sum_i p_{x,i}$. These form a closed pair under commutation with $H$:
\begin{equation}
[H,D]=-2iP .
\label{eq:HD}
\end{equation}
\begin{equation}
[H,P]=\frac{i}{2}\omega^2D .
\label{eq:HP}
\end{equation}
The second relation uses
\begin{equation}
[W,P]=i\sum_{i}\frac{\partial W}{\partial x_i}=0 ,
\label{eq:WP}
\end{equation}
The operators $A^\dagger$ and $A$ raise and lower the energy by $\omega$, with $[A,A^\dagger]=1$ and
\begin{equation}
D=\sqrt{\frac{N}{\omega}}\,(A+A^\dagger).
\label{eq:DA}
\end{equation}
For the ground state $|0\rangle$, of energy $E_0$,
\begin{equation}
D|0\rangle=\sqrt{\frac N\omega}\,|1\rangle,\qquad |1\rangle=A^\dagger|0\rangle .
\label{eq:D0}
\end{equation}
The bright state $|1\rangle$ has energy $E_0+\omega$. The oscillator strength from $|k\rangle$ to $|n\rangle$ is $f_{nk}=(E_n-E_k)|\langle n|D|k\rangle|^2$, positive for absorption and negative for emission, and
\begin{equation}
\sum_n f_{nk}=N .
\label{eq:TRK}
\end{equation}
With $\mathbf R=\frac1N\sum_i\mathbf r_i$, $H=H_{\rm cm}+H_{\rm rel}$. The centre-of-mass part $H_{\rm cm}$ is an oscillator of frequency $\omega$, and
\begin{equation}
H_{\rm rel}=\frac1N\sum_{i<j}\left[(\mathbf p_i-\mathbf p_j)^2+\frac{\omega^2}{4}(\mathbf r_i-\mathbf r_j)^2\right]+W .
\label{eq:Hrel}
\end{equation}
Eigenstates can be chosen as products $\Phi(\mathbf R)\chi$, with $\chi$ a function of relative coordinates and spins. In the ground state
\begin{equation}
\Phi_0(\mathbf R)\propto e^{-N\omega\mathbf R^2/4} .
\label{eq:Phi0}
\end{equation}

\subsection{Absorption and emission from an excited state}

Let $|k\rangle$ be any normalized eigenstate, and let $\nu=\langle k|A^\dagger A|k\rangle$ be its mean number of centre-of-mass quanta along $x$. By \eqref{eq:DA},
\begin{equation}
D|k\rangle=\sqrt{\frac N\omega}\left(A^\dagger|k\rangle+A|k\rangle\right).
\end{equation}
The first term has energy $E_k+\omega$ and squared norm $\langle AA^\dagger\rangle=\nu+1$. The second has energy $E_k-\omega$ and squared norm $\nu$. Summed over all final states at each energy, the strengths are
\begin{equation}
f_{\rm up}=\omega\frac N\omega(\nu+1)=N(\nu+1),\qquad
f_{\rm down}=-\omega\frac N\omega\,\nu=-N\nu .
\label{eq:updown}
\end{equation}
Their sum is $N$, in agreement with \eqref{eq:TRK}. Every stationary state thus absorbs at $\omega$ alone, and a state with $\nu>0$ also emits at $\omega$ alone. A thermal mixture of such states has the same single frequency, so heating the electrons does not move the line.

\subsection{Fields of any strength}

The proof for weak light extends to an exact solution. Let $\Psi_k$ be an eigenfunction of $H$ with energy $E_k$. Shift it by $\xi(t)$ along $x$, give each electron a momentum $\kappa(t)$, and allow a phase $\theta(t)$:
\begin{equation}
\Psi(t)=e^{i(\kappa D-\theta)-iE_kt}\,g,\qquad
g=\Psi_k(\mathbf r_1-\xi\hat{\mathbf x},\dots,\mathbf r_N-\xi\hat{\mathbf x}).
\label{eq:ansatz}
\end{equation}
In the following lines the common phase factor is left out. The time derivative of $g$ is $-\dot\xi\sum_i\partial g/\partial x_i$, and $-i\sum_i\partial g/\partial x_i=Pg$, so
\begin{equation}
i\,\partial_t\Psi\;\to\;\left(-\dot\kappa D+\dot\theta+E_k+\dot\xi P\right)g .
\label{eq:lhs}
\end{equation}
The factor $e^{i\kappa x_i}$ replaces $p_{x,i}$ by $p_{x,i}+\kappa$, which adds $2\kappa P+N\kappa^2$ to the kinetic energy. With $y_i=x_i-\xi$, the trap energy along $x$ is
\begin{align}
\frac{\omega^2}{4}\sum_i x_i^2
&=\frac{\omega^2}{4}\Big(\sum_iy_i^2+2\xi\sum_iy_i+N\xi^2\Big)\nonumber\\
&=\frac{\omega^2}{4}\Big(\sum_iy_i^2+2\xi D-N\xi^2\Big),
\end{align}
since $\sum_iy_i=D-N\xi$. The interaction is the same function of the $y_i$ as of the $x_i$. The kinetic energy, the $y_i^2$ terms and $W$ together give $E_kg$, so
\begin{equation}
H(t)\Psi\to\Big(E_k+2\kappa P+N\kappa^2+\frac{\omega^2}{2}\xi D-\frac{N\omega^2}{4}\xi^2-FD\Big)g .
\label{eq:rhs}
\end{equation}
Equations \eqref{eq:lhs} and \eqref{eq:rhs} agree if the terms in $P$, in $D$ and without operators match:
\begin{equation}
\dot\xi=2\kappa,\qquad \dot\kappa=F-\frac{\omega^2}{2}\xi,\qquad
\dot\theta=N\kappa^2-\frac{N\omega^2}{4}\xi^2 .
\label{eq:match}
\end{equation}
The first two give
\begin{equation}
\ddot\xi+\omega^2\xi=2F(t),
\label{eq:classical}
\end{equation}
which is Newton's equation for one electron, with $F/m=2F$. The whole cloud moves rigidly along the classical path. However strong the uniform force, the distances between the electrons keep the distribution they had at the start.

The energy gained follows by taking the mean of $H$. The means of $D$ and $P$ vanish in a stationary state, because $\langle k|[H,P]|k\rangle$ and $\langle k|[H,D]|k\rangle$ vanish there. What remains is
\begin{equation}
\Delta E=N\left(\kappa^2+\frac{\omega^2\xi^2}{4}\right)=\frac N4\left(\dot\xi^2+\omega^2\xi^2\right).
\label{eq:gain}
\end{equation}

\subsection{What a mean-field calculation must keep}

In time-dependent Hartree theory each orbital moves in the trap, the light field and a potential $v$ made by the electron density. If the density shifts by $\xi$, then $v$ shifts with it, because the Coulomb kernel depends on $\mathbf r-\mathbf r'$. The steps from \eqref{eq:ansatz} to \eqref{eq:classical}, with $N=1$ and $v$ in the place of $W$, then hold for each orbital, and the line stays at $\omega$. Fock exchange keeps this property. Its kernel contains $\varphi_j(\mathbf r)\varphi_j^*(\mathbf r')$, which acquires the factor $e^{i\kappa(x-x')}$, and this turns the phase $e^{i\kappa x'}$ of the orbital it acts on into $e^{i\kappa x}$.

If $v$ is frozen at its ground-state form, it acts as a fixed external potential. Its force does not cancel in \eqref{eq:WP}, and nothing holds the line at $\omega$. Differences of ground-state orbital energies are therefore no substitute for the self-consistent response. A finite basis must also be able to describe the shifted orbitals.

\subsection{Three electrons on a line}

The proof used the $x$ direction alone, so it holds for motion on a line. Take $\omega=1$ Ry, which is 13.61 eV or a wavelength of 91.13 nm, and three electrons of equal spin with the softened repulsion $2/\sqrt{x^2+4}$ for each pair. The Hamiltonian was diagonalized in antisymmetric products of sinc functions on a grid of 24 points per electron, 0.75 bohr apart. This basis refers to the positions of the single electrons and makes no use of the centre of mass. The ground-state energy is 6.418 Ry. Without repulsion it would be $0.5+1.5+2.5=4.5$ Ry. The lowest levels are:

\begin{center}
\begin{tabular}{cccc}
level & excitation (Ry) & $f$ & $\overline{(x_i-x_j)^2}$ (bohr$^2$)\\
0 & 0 & -- & 9.033\\
1 & 1.000 & 3.000 & 9.033\\
2 & 1.878 & 0.000 & 12.979\\
3 & 2.000 & 0.000 & 9.033\\
4 & 2.766 & 0.000 & 14.953\\
5 & 2.878 & 0.000 & 12.979\\
6 & 3.000 & 0.000 & 9.033
\end{tabular}
\end{center}

The last column is the mean over the three pairs. Level 1 carries the strength $N=3$ and has the same pair separation as the ground state. Levels 3 and 6 hold two and three centre-of-mass quanta. Level 2 has $\nu=0$: lowering it would need a level at 0.878 Ry, and there is none. It is an excitation of the relative motion, and level 5 is the same excitation with one centre-of-mass quantum added, $1.878+1.000=2.878$. Level 4 is a second relative excitation, since there is no level at 1.766 Ry.

The relative levels do depend on the repulsion. Without it, three electrons in the lowest three orbitals have two excited states at 2 Ry and three at 3 Ry. Removing those obtained by adding centre-of-mass quanta to lower states leaves one relative excitation at 2 Ry and one at 3 Ry. With repulsion the two lowest lie at 1.878 and 2.766 Ry. This is the information that a correlated calculation supplies and the dipole spectrum hides.

Starting from level 1, where $\nu=1$, the computed strengths are 6.000 upward and $-3.000$ downward, as \eqref{eq:updown} gives: $3(1+1)$ and $-3\cdot1$. From level 2 they are 3.000 and 0.

\subsection{Two electrons with Coulomb repulsion}

For $N=2$ in three dimensions and $\omega=1$ Ry the ground state has a closed form. Let $\mathbf r=\mathbf r_1-\mathbf r_2$. Then $\mathbf p_1-\mathbf p_2=-2i\nabla_{\mathbf r}$, and \eqref{eq:Hrel} becomes
\begin{equation}
H_{\rm rel}=-2\nabla_{\mathbf r}^2+\frac{r^2}{8}+\frac2r .
\end{equation}
Try $\chi=u\,e^{-r^2/8}$ with $u=1+r/2$. Since $u'=1/2$ and $u''=0$,
\begin{equation}
\nabla^2\chi=e^{-r^2/8}\left[\frac1r-\frac r4+\left(\frac{r^2}{16}-\frac34\right)u\right].
\end{equation}
Multiply by $-2$ and add the potential terms, using $2u/r=2/r+1$. The terms in $1/r$ and in $r^2u$ cancel, and
\begin{equation}
H_{\rm rel}\chi=e^{-r^2/8}\left(\frac r2+1+\frac32u\right)=\frac52\,\chi .
\end{equation}
The function is positive everywhere, so it is the lowest state; it is symmetric and belongs to the spin singlet. The centre of mass adds $\tfrac32\omega$, and with \eqref{eq:Phi0}
\begin{equation}
\psi_0=\left(1+\frac{r}{2}\right)e^{-(r_1^2+r_2^2)/4},\qquad E_0=\frac52+\frac32=4\ \text{Ry}.
\end{equation}

By \eqref{eq:D0}, $(x_1+x_2)\psi_0$ has energy 5 Ry. The function $(x_1-x_2)\psi_0$ is different. The Laplacian of $x\chi$ contains the extra term $2\,\partial\chi/\partial x=2x\chi'/r$, so
\begin{equation}
\frac{H(x_1-x_2)\psi_0}{(x_1-x_2)\psi_0}=4-\frac{4\chi'}{r\chi}=5-\frac{4}{r(r+2)} ,
\end{equation}
where $\chi'/\chi=1/(r+2)-r/4$. At $r^2=2.45$ bohr$^2$ this is 4.283 Ry, and at $r^2=6.73$ bohr$^2$ it is 4.664 Ry. A ratio that varies from place to place shows that the function is not an eigenstate.

Gauss--Hermite quadrature with 12 points in each of the six coordinates gives $\langle(x_1+x_2)^2\rangle=2.00$ bohr$^2$, the value $N/\omega$. The strength is $f=(5-4)\times2.00=2.00$. For the difference the same quadrature gives $\langle(x_1-x_2)^2\rangle=2.74$ bohr$^2$, against 2 without repulsion. The repulsion spreads the pair but leaves its centre of mass alone.

\subsection{Where the result fails}

\paragraph{Anharmonic traps.} Add $\lambda\sum_ix_i^4$ to the trap. Then $[H,P]$ gains $4i\lambda\sum_ix_i^3$. With $x_i=X+u_i$, $X=D/N$ and $\sum_iu_i=0$,
\begin{equation}
\sum_ix_i^3=NX^3+3X\sum_iu_i^2+\sum_iu_i^3 ,
\end{equation}
so the force on the centre of mass depends on the relative motion. As a rough estimate, keep the term linear in $X$ and replace $\sum_iu_i^2$ by its mean $S$. The squared frequency becomes $\omega^2+24\lambda S/N$, and for $\lambda>0$ a repulsion that widens the cloud raises the line.

For two equal-spin electrons on a line, with $\omega=1$ Ry, $\lambda=0.01$ and a grid of 40 points 0.5 bohr apart, the main line lies at 1.185 Ry without repulsion and at 1.196 Ry with the softened repulsion used above. The direction agrees with the estimate. The size agrees only roughly: with $S$ taken from the ground state, the estimate, which leaves out $NX^3$ among other terms, gives 1.149 and 1.162 Ry. The strengths are 1.9973 and 1.9966, and the rest of the sum 2 goes to other lines. At $\lambda=0$ the line stays at 1.000 Ry with strength 2.000 in both cases, although the repulsion raises the ground-state energy from 2.000 to 2.671 Ry.

A strong force separates the two traps more clearly. Let $F=0.5$ Ry/bohr act on each of the two repelling electrons from $t=0$ to $t=2$ (in units of $\hbar$/Ry). For the harmonic trap \eqref{eq:classical} gives $\xi=(2F/\omega^2)(1-\cos\omega t)=1.416$ bohr, and \eqref{eq:gain} reduces to the work done, $NF\xi=2\times0.5\times1.416=1.416$ Ry. Propagation on the grid gives the same two values. The probability of any given pair separation on the grid changes by at most $1.4\times10^{-9}$, which is the error of the grid; the exact change is zero. In the quartic trap the largest change is 0.017 per grid step of 0.5 bohr, against a peak probability of about 0.21 per step.

\paragraph{Kinetic energy not quadratic.} For electrons in a semiconductor dot the theorem holds only as far as the band is parabolic. If the kinetic energy gains a term $\beta\sum_ip_{x,i}^4$, then $[H,D]$ gains $-4i\beta\sum_ip_{x,i}^3$, the pair does not close, and the sum rule \eqref{eq:TRK} no longer gives $N$. For the two equal-spin electrons on a line in the harmonic trap, a model value $\beta=0.1$ puts the main line at 1.125 Ry without repulsion and at 1.117 Ry with it.

\paragraph{Unequal axes.} If the trap frequencies along $x$, $y$ and $z$ differ, the proof holds for each axis with its own frequency. Light polarized along an axis still sees one line. Light at an angle $\alpha$ to an axis excites that axis with strength $N\cos^2\alpha$.

\paragraph{Non-uniform light.} If the field varies along $z$ with wave number $q$, the next term of the electric coupling is proportional to $q\sum_iz_ix_i$, which also acts on the relative coordinates. This operator is even under inversion of all positions, whereas $D$ is odd. From a ground state of definite parity it therefore opens other, weak lines and does not change the amplitude for reaching the bright state at first order in $q$. For the Coulomb pair the root-mean-square separation is $\sqrt{3\times2.74}=2.9$ bohr, or 0.15 nm. With the wavelength of 91.13 nm, $q$ times this length is about 0.01, a rough upper size for the amplitudes of these new lines relative to that of the dipole line.
